# Interaction, Deformation and Binding Energies with Counterpoise Correction

## 1. Definitions and conventions

A complex AB is formed from two closed-shell monomers, A and B. All energies are electronic energies at fixed nuclei, including the nuclear repulsion; vibrational energy is left out. Each energy carries three labels,

$$E_X^{Y}(g).$$

The subscript $X$ names the system whose nuclei and electrons are present. The superscript $Y$ names the monomers whose basis functions are present. The argument $g$ is the geometry: $c$ means the geometry found in the complex, and $e$ means the relaxed geometry of the free monomer, which is the minimum of $E_X^X$.

In $E_A^{AB}(c)$, monomer A is alone, but the basis functions of B remain at the places where B's nuclei sit in the complex. Such centres are called ghosts: they carry basis functions, but no nuclear charge and no electrons. Each monomer keeps the charge and spin state assigned to it in the complex.

The three counterpoise (CP) quantities are

$$E_{\rm int}^{\rm CP}=E_{AB}^{AB}(c)-E_A^{AB}(c)-E_B^{AB}(c),\tag{1}$$

$$E_{\rm def}=\big[E_A^{A}(c)-E_A^{A}(e)\big]+\big[E_B^{B}(c)-E_B^{B}(e)\big],\tag{2}$$

$$E_{\rm bind}^{\rm CP}=E_{\rm int}^{\rm CP}+E_{\rm def}.\tag{3}$$

The choice of basis and geometry is therefore:

| Quantity | Monomer basis or dimer basis | Monomer geometry |
|---|---|---|
| Interaction | dimer | $c$ |
| Deformation | monomer | $c$ and $e$ |

A negative binding energy means that the complex lies below its relaxed, separated monomers. A negative interaction energy means the same for monomers held in the shapes they have in the complex. Neither sign gives the direction of the force between the monomers. If $c$ is the minimum of the energy surface in use, either uncorrected or corrected as in section 6, the dissociation energy into the relaxed monomers is $D_e=-E_{\rm bind}$ on that surface.

## 2. Splitting the uncorrected binding energy

Without any correction, binding compares the complex with its free, relaxed monomers:

$$E_{\rm bind}^{\rm raw}=E_{AB}^{AB}(c)-E_A^{A}(e)-E_B^{B}(e).\tag{4}$$

Two different things happen between the end points. The monomers change shape, and they interact. To separate these, add and subtract $E_A^A(c)$ and $E_B^B(c)$:

$$\begin{aligned}
E_{\rm bind}^{\rm raw}={}&\big[E_{AB}^{AB}(c)-E_A^{A}(c)-E_B^{B}(c)\big]\\
&+\big[E_A^{A}(c)-E_A^{A}(e)\big]+\big[E_B^{B}(c)-E_B^{B}(e)\big].
\end{aligned}$$

The first line is the raw interaction energy $E_{\rm int}^{\rm raw}$, between monomers already bent into shape. The second line is $E_{\rm def}$ of equation (2). Hence

$$E_{\rm bind}^{\rm raw}=E_{\rm int}^{\rm raw}+E_{\rm def}.\tag{5}$$

Each bracket in $E_{\rm def}$ compares two geometries of one monomer in one basis. Since $e$ is the minimum of $E_X^X$, no other geometry lies lower, and $E_{\rm def}\ge 0$. This sign depends on $e$ having been optimized with the same method and basis as the energies, and on $e$ being the lowest minimum. If a flexible monomer is optimized only to a higher local minimum, $E_{\rm def}$ can be negative. An atom has no internal geometry, so its deformation energy is zero.

## 3. The basis imbalance

The raw interaction energy subtracts monomers described by their own functions from a complex described by both sets. Inside the complex, the electrons of A can also use B's functions. Part of the energy lowering may then be an improved description of A, which has nothing to do with attraction.

This lowering has a definite sign when the energy is a minimum over a space that can only grow as basis functions are added. Take full configuration interaction (full CI), which minimizes the energy over all $N$-electron functions that the basis can form. Let $S_X$ be the space formed from X's own functions, and $S_{AB}$ the space formed from both sets. Every function in $S_X$ also belongs to $S_{AB}$. Ghosts have no charge, so the Hamiltonian $\hat H_X$ is the same in both cases. A minimum over a larger set cannot be higher:

$$E_X^{AB}(c)=\min_{\Psi\in S_{AB}}\frac{\langle\Psi|\hat H_X|\Psi\rangle}{\langle\Psi|\Psi\rangle}\le\min_{\Psi\in S_X}\frac{\langle\Psi|\hat H_X|\Psi\rangle}{\langle\Psi|\Psi\rangle}=E_X^{X}(c).$$

Define the ghost lowering of each monomer and the total CP correction by

$$\delta_X=E_X^{X}(c)-E_X^{AB}(c),\qquad \delta=\delta_A+\delta_B.\tag{6}$$

For full CI, $\delta_X\ge0$. It is not enough that a method gives an upper bound to the exact energy. A CI expansion limited to certain excitations depends on its reference determinant, and ghosts can change that determinant. The trial space in the larger basis then need not contain the one in the smaller basis. Coupled-cluster energies are not variational in general, so this argument does not fix the sign of $\delta_X$ for them.

Coupled cluster with single and double excitations (CCSD) is a special case when the monomer has two electrons. Its wave function is $e^{\hat T_1+\hat T_2}|0\rangle$, where $|0\rangle$ is the reference determinant. Two electrons can be excited at most twice, so the exponential ends:

$$e^{\hat T_1+\hat T_2}|0\rangle=\Big(1+\hat T_1+\hat T_2+\tfrac12\hat T_1^2\Big)|0\rangle.$$

The single-excitation part is free through $\hat T_1$. The double-excitation part is free through $\hat T_2$, whatever $\tfrac12\hat T_1^2$ contributes. Any two-electron function with a nonzero reference component can therefore be written this way, up to normalization. The CCSD equations project the Schrödinger equation on the reference and on all single and double excitations, which here is the whole space. For the ground state, CCSD then equals full CI in the chosen basis, and the inequality applies.

## 4. Correcting the interaction energy

The remedy is to compute each monomer, in the interaction energy, with the full set of basis functions used for the complex. This does not copy the situation inside the complex exactly, because there the partner's electrons occupy part of the space. From (6), $E_X^{AB}(c)=E_X^X(c)-\delta_X$. Insert this in (1):

$$\begin{aligned}
E_{\rm int}^{\rm CP}&=E_{AB}^{AB}(c)-\big[E_A^A(c)-\delta_A\big]-\big[E_B^B(c)-\delta_B\big]\\
&=E_{\rm int}^{\rm raw}+\delta.
\end{aligned}\tag{7}$$

Adding $E_{\rm def}$ to both sides and using (3) and (5) gives

$$E_{\rm bind}^{\rm CP}=E_{\rm bind}^{\rm raw}+\delta.\tag{8}$$

With $\delta>0$ and a negative raw binding energy, the correction makes the binding weaker.

If both monomer bases are complete, ghosts add nothing, $\delta=0$, and the two binding energies agree. In a finite basis, the correction removes the imbalance defined by (6). The complex and the monomers still have basis errors, which need not cancel in the difference. Equation (8) therefore does not guarantee that the corrected value is closer to the basis limit than the raw one.

## 5. Why deformation stays in the monomer basis

The deformation energy belongs to a monomer that is being bent with no partner present. At the relaxed end point the partner is far away, and so are its functions. The monomer basis describes this situation without any further choice.

Suppose the bent monomer were nevertheless taken in the dimer basis and the relaxed one in the monomer basis. Using (6),

$$E_X^{AB}(c)-E_X^X(e)=\big[E_X^X(c)-\delta_X\big]-E_X^X(e)=E_{{\rm def},X}-\delta_X.\tag{9}$$

This is a strain energy minus a ghost lowering, and it can be negative although the monomer has been strained. Adding these mixed differences to the CP interaction energy gives

$$E_{\rm int}^{\rm CP}+\sum_X\big(E_{{\rm def},X}-\delta_X\big)=E_{\rm int}^{\rm CP}+E_{\rm def}-\delta=E_{\rm bind}^{\rm raw},$$

where the last step is (3) with (8). The mixed choice cancels the correction.

One could instead keep ghosts at both ends of the deformation. Ghost positions $p$ must then be invented for the relaxed monomer. Let its ghost lowering there be $\delta_X(e;p)$. The difference becomes

$$\big[E_X^X(c)-\delta_X\big]-\big[E_X^X(e)-\delta_X(e;p)\big]=E_{{\rm def},X}-\delta_X+\delta_X(e;p).$$

The two ghost terms may nearly cancel, but the result depends on $p$. Definition (2) has no such dependence.

## 6. The same binding energy from a corrected surface

Equation (3) can also be read as a difference between two points on one energy surface. Define

$$V^{\rm CP}=E_{AB}^{AB}-\sum_X\big(E_X^{AB}-E_X^X\big)=E_{AB}^{AB}+\delta,\tag{10}$$

with every term taken at the current geometry. Now separate the monomers widely and let them relax. The distant ghosts no longer help, so $\delta\to0$. If the method is size consistent, the energy of the pair becomes the sum of the monomer energies, and

$$V^{\rm CP}(\infty)=E_A^A(e)+E_B^B(e).$$

Subtracting this from the value at the complex gives

$$V^{\rm CP}(c)-V^{\rm CP}(\infty)=E_{AB}^{AB}(c)+\delta-E_A^A(e)-E_B^B(e)=E_{\rm bind}^{\rm CP},$$

by (4) and (8). The monomer basis in $E_{\rm def}$ is thus what this surface requires.

Size consistency is a real condition. For separated closed-shell monomers whose reference is a product of monomer references, coupled cluster can use $\hat T=\hat T_A+\hat T_B$. These operators commute, so

$$e^{\hat T_A+\hat T_B}|0_A0_B\rangle=\big(e^{\hat T_A}|0_A\rangle\big)\big(e^{\hat T_B}|0_B\rangle\big),$$

with the product understood as antisymmetrized. The energy is then a sum. Configuration interaction limited to single and double excitations (CISD) lacks the product of a double excitation on A with a double excitation on B, because that is a quadruple excitation of the pair. Its energy for the distant pair is not the sum of the monomer energies.

The surface also shows a limitation of optimizing the complex without correction. At a minimum of $E_{AB}^{AB}$ with respect to the separation $R$, the first term of (10) has zero slope, so

$$\frac{dV^{\rm CP}}{dR}=\frac{d\delta}{dR}.$$

If $\delta$ falls with distance there, $V^{\rm CP}$ still falls on moving outward. When $V^{\rm CP}$ has a single well along $R$, its minimum therefore lies at larger $R$, and $E_{\rm bind}^{\rm CP}$ at the uncorrected minimum is less negative than at the bottom of the corrected well.

## 7. Small deformations

For a monomer with one bond length $r$, expand its energy about $r_e$. The first derivative vanishes at the minimum, so to leading order

$$E_{\rm def}\approx\tfrac12k\,(r_c-r_e)^2,\qquad k=\left.\frac{d^2E_X^X}{dr^2}\right|_{r_e}.\tag{11}$$

Why does a monomer accept this cost? Take a model in which the interaction energy is linear in the stretch $x=r-r_e$, with other coordinates fixed and the basis imbalance ignored:

$$E_{\rm bind}(x)=E_0-fx+\tfrac12kx^2.$$

Here $E_0$ is the interaction energy at the free bond length, and $f$ is the force with which the partner stretches the bond. Setting the derivative to zero gives $-f+kx=0$, so $x=f/k$. At this point

$$-fx=-\frac{f^2}{k},\qquad \tfrac12kx^2=\frac{f^2}{2k},\qquad E_{\rm bind}=E_0-\frac{f^2}{2k}.$$

The interaction gains $f^2/k$, half of that gain is spent on strain, and the other half remains as extra binding. The interaction energy alone would count the gain and omit its cost.

## 8. Worked example: H₂ and H⁻

Consider the linear complex H₂···H⁻, with A = H₂ and B = H⁻. The method is CCSD in the aug-cc-pVDZ basis. Each monomer has two electrons, so by section 3 its CCSD energy equals full CI, and it was obtained by diagonalizing the two-electron Hamiltonian matrix. The complex has four electrons; for it, CCSD omits connected triple and quadruple excitations.

**Geometry.** Let $r$ be the H₂ bond length and $R$ the distance from the bond midpoint to H⁻. A cubic through four uncorrected CCSD energies, between $R=5.4$ and $7.2$ bohr at $r=1.45$ bohr, has its minimum at $R_c=6.32$ bohr. A parabola through three energies at this $R_c$ then gives $r_c=1.4519$ bohr. This point is close to the uncorrected minimum, though not a fully converged optimum. The parabola neglects anharmonicity, so the last digits of $r_c$ specify the point used and not the exact position of the minimum. At this $R_c$ the minimum along $r$ lies near $1.4513$ bohr, where the deformation energy is about $0.067$ kJ/mol instead of the $0.073$ kJ/mol found below. Definitions (1) to (3) hold at any chosen $c$. Minimizing the energy of free H₂ in its own basis gives $r_e=1.4394$ bohr.

**Energies.** Six energies are needed to form all the quantities:

| System | Geometry | Basis | Energy (hartree) |
|---|---|---|---|
| H₂···H⁻ | $c$ | dimer | $-1.6905758$ |
| H₂ | $c$ | dimer | $-1.1649219$ |
| H⁻ | atom | dimer | $-0.5242162$ |
| H₂ | $c$ | monomer | $-1.1648716$ |
| H⁻ | atom | monomer | $-0.5240286$ |
| H₂ | $e$ | monomer | $-1.1648995$ |

The seven decimals are kept because small differences are taken; they do not express the accuracy of the model. Results below were formed before rounding, so a last digit can differ by one from the subtraction of table entries.

**Interaction.** The first three rows give

$$E_{\rm int}^{\rm CP}=-1.6905758+1.1649219+0.5242162=-0.0014377\ \text{hartree}.$$

With the monomer-basis energies at $c$ instead, the raw value is $-0.0016755$ hartree.

**Deformation.** H⁻ contributes nothing. For H₂,

$$E_{\rm def}=-1.1648716+1.1648995\approx0.0000278\ \text{hartree}.$$

At the chosen point the bond is stretched by $0.0125$ bohr. A central second difference of the free H₂ energy gives $k=0.3601$ hartree/bohr², so (11) predicts

$$\tfrac12(0.3601)(0.0125)^2\approx0.000028\ \text{hartree},$$

in agreement with the direct difference at this precision.

**Binding.** Equation (3) gives

$$E_{\rm bind}^{\rm CP}=-0.0014377+0.0000278=-0.0014099\ \text{hartree}.$$

The main results in molar units are:

- interaction energy, CP corrected: $-3.775$ kJ/mol;
- deformation energy: $0.073$ kJ/mol;
- binding energy, CP corrected: $-3.702$ kJ/mol.

These digits belong to CCSD/aug-cc-pVDZ at the chosen point and are not converged values for the real complex. The perturbative triples correction of the complex, which vanishes for two-electron monomers, lowers both the raw and the corrected binding energy by about $0.4$ kJ/mol in this basis, roughly two thirds of the CP correction, and by about $0.55$ kJ/mol in aug-cc-pVTZ. The raw CCSD binding energy moves from $-4.33$ kJ/mol to about $-4.24$ kJ/mol in aug-cc-pVTZ, taken at the unoptimized point $r=1.416$, $R=6.12$ bohr with free H₂ at $1.404$ bohr.

## 9. Reading the numbers

The ghost lowerings are $\delta_A=0.0000502$ hartree for H₂ and $\delta_B=0.0001876$ hartree for H⁻, so $\delta=0.0002378$ hartree. Equation (8) can be followed directly:

$$-0.0016477+0.0002378=-0.0014099\ \text{hartree},$$

where the first number is the raw binding energy. The correction is about 14% of the raw binding energy. It is also more than eight times the deformation energy, so in this basis the imbalance matters more than the strain.

About four fifths of $\delta$ comes from H⁻. Part of this is a matter of counting: H⁻ receives two ghost centres and H₂ only one. With the nearer ghost alone, $\delta_B$ is $0.000114$ hartree, still more than twice $\delta_A$. The rest is consistent with a spread-out electron cloud that its own basis describes poorly: adding one diffuse s shell and one diffuse p shell to H⁻ (exponents $0.00725$ and $0.0273$) lowers $\delta_B$ to $0.000044$ hartree.

The mixed difference (9) for H₂ is

$$0.0000278-0.0000502=-0.0000224\ \text{hartree}.$$

It would suggest that stretching H₂ away from its minimum releases energy. The sign comes from the ghost functions, since the true strain in the monomer basis is positive.

The need for size consistency is visible when the pair is calculated at $R=1000$ bohr, with H₂ relaxed. The CCSD energy agrees with the sum of the monomer energies to within $10^{-8}$ hartree. The CISD energy lies $0.0024$ hartree above that sum, which exceeds the magnitude of the binding energy. Subtracting monomer energies from a CISD energy of the complex would therefore carry an error as large as the effect sought.

## 10. Use in composite thermochemistry, and limits

A composite scheme estimates a high-level result in a large basis from a low-level result in that basis and a high-level increment in a smaller one:

$$E_{\rm bind}\approx E_{\rm bind}^{\rm low,\,large}+\big(E_{\rm bind}^{\rm high,\,small}-E_{\rm bind}^{\rm low,\,small}\big).$$

If CP correction is used throughout, each of the three binding energies must be built from (1) to (3) in its own basis, with ghosts from that same basis. The geometries $c$ and $e$ are usefully held fixed, so that the increment measures method alone. A fixed $e$ is generally not the minimum for every method and basis, and a single $E_{\rm def}$ may then lose its guaranteed sign. A reaction enthalpy further requires vibrational and thermal terms, which are absent here.

The definitions also presuppose a partition into monomers. Assigning the extra electron of the example to H⁻ is part of the definition of $E_{\rm int}$; another assignment of charge would give other reference energies. When a nucleus is shared equally between two fragments, or a covalent bond joins them, several partitions may be equally reasonable. The interaction energy, the deformation energy and the ghost correction can then depend on the partition chosen, unless symmetry makes the partitions equivalent. The raw binding energy (4) needs less: it depends on the separated products, and not on how the complex is divided.
